# Second-order conductance and bias-dependent noise from the fluctuation theorem

## Result and conventions

A conductor joins two leads at the same temperature $T$, in zero magnetic field, under a steady bias $V$. Write

$$I=G_1V+\tfrac12G_2V^2+O(V^3),\qquad S=S_0+S_1V+O(V^2),$$

where $S$ is the one-sided current noise at zero frequency. Then

$$\boxed{S_0=4kT\,G_1,\qquad S_1=2kT\,G_2.}$$

The first equation is Nyquist's relation. The second says that the curvature of the current-voltage curve at zero bias fixes the linear change of the noise with bias.

Here $I$ is $e$ times the electron flow from left to right, with $e>0$, and $V>0$ drives that flow: $\mu_L-\mu_R=eV$. Reversing both sign choices changes the sign of $G_2$ and of $S_1$, so the relation survives. With two-sided noise, half of $S$, the second relation reads $S_1=kTG_2$. If the current is written $G_1V+gV^2$, then $G_2=2g$ and $S_1=4kTg$.

Let $n$ electrons cross in a long time $t$, and let $A=eV/kT$. The function

$$F(\lambda,A)=\lim_{t\to\infty}\frac1t\ln\langle e^{\lambda n}\rangle=C_1\lambda+\frac{C_2}{2}\lambda^2+\frac{C_3}{6}\lambda^3+\dots$$

generates the cumulants per unit time: $C_1$ is the mean rate and $C_2$ the growth rate of the variance. Hence $I=eC_1$. The variance of the charge $en$ is the double time integral of $\langle\delta I(t_1)\delta I(t_2)\rangle$, which grows as $t\int\langle\delta I(\tau)\delta I(0)\rangle d\tau$. One-sided noise is twice this integral, so $S=2e^2C_2$.

With $C_1=L_1A+\frac12L_2A^2+\frac16L_3A^3+\dots$, and primes for $d/dA$ at $A=0$,

$$G_1=\frac{e^2L_1}{kT},\quad G_2=\frac{e^3L_2}{(kT)^2},\quad S_0=2e^2C_2(0),\quad S_1=\frac{2e^3C_2'}{kT}.$$

The two boxed relations are therefore $L_1=\frac12C_2(0)$ and $L_2=C_2'$.

## Simplest case: independent tunnelling events

Let electrons hop to the right at rate $w_+$ and to the left at rate $w_-$, each hop independent of the others. A forward hop releases the energy $eV$, so detailed balance gives $w_+=e^Aw_-$. The two counts are Poisson distributed, and

$$F=w_+(e^\lambda-1)+w_-(e^{-\lambda}-1).$$

Differentiation gives $C_1=w_+-w_-$ and $C_2=w_++w_-\equiv W$. Since $(e^A-1)/(e^A+1)=\tanh(A/2)$,

$$C_1=W\tanh\frac A2=\bigl(W(0)+W'A+\dots\bigr)\left(\frac A2-\frac{A^3}{24}+\dots\right).$$

The first two orders are $L_1=W(0)/2$ and $L_2=W'$. Because $C_2=W$, both relations hold. A junction whose total hopping rate $W$ changes linearly with bias rectifies, and the same change appears in its noise.

Limit: for $A\gg1$, $\tanh(A/2)\to1$ and $S=2eI$, the shot noise of independent carriers. For $A\to0$, Nyquist's relation returns.

## One step up: a dot that remembers

In a quantum dot successive hops are not independent. Take one spin-degenerate level that repulsion allows at most one electron to enter. Put $\mu_R=0$ and let the level lie at $\varepsilon_0+\alpha eV$, where $\alpha$ is the lever arm of the left lead. In units of $kT$ the level lies at $x_R=x_0+\alpha A$ above the right potential and at $x_L=x_R-A$ above the left one. With $f_r=1/(1+e^{x_r})$, the rates for entering and leaving through lead $r$ are

$$a_r=2\gamma_rf_r,\qquad b_r=\gamma_r(1-f_r).$$

The factor 2 counts the two spins that may enter. These rates need weak tunnelling, $\hbar(\gamma_L+\gamma_R)\ll kT$.

Count electrons at the left barrier, giving each entry there a factor $e^\lambda$ and each exit $e^{-\lambda}$. The weighted probabilities of the empty and filled dot evolve with

$$M(\lambda)=\begin{pmatrix}-(a_L+a_R)&b_Le^{-\lambda}+b_R\\a_Le^\lambda+a_R&-(b_L+b_R)\end{pmatrix}.$$

At long times the largest eigenvalue dominates, and it is $F$. Its characteristic equation is

$$F^2+KF=w_+(e^\lambda-1)+w_-(e^{-\lambda}-1),$$

where $K=a_L+a_R+b_L+b_R$, $w_+=a_Lb_R$ and $w_-=a_Rb_L$. Here $w_\pm$ are products of two rates. Because $f/(1-f)=e^{-x}$, their ratio is $w_+/w_-=e^{x_R-x_L}=e^A$, as before.

Differentiate once and twice at $\lambda=0$, where $F=0$:

$$KC_1=w_+-w_-,\qquad 2C_1^2+KC_2=w_++w_-.$$

With $W=(w_++w_-)/K$ this gives

$$C_1=W\tanh\frac A2,\qquad C_2=W-\frac{2W^2}{K}\tanh^2\frac A2.$$

Memory reduces the noise, but the reduction starts at order $A^2$. Both $L_2$ and $C_2'$ still equal $W'$.

Limit: at large bias with the level well between the two potentials, $f_L=1$ and $f_R=0$. Then $w_-=0$, $w_+=2\gamma_L\gamma_R$, $K=2\gamma_L+\gamma_R$, and

$$\frac{S}{2eI}=1-\frac{2w_+}{K^2}=\frac{4\gamma_L^2+\gamma_R^2}{(2\gamma_L+\gamma_R)^2}<1.$$

The independent-event value is lost at large bias, while the relation near zero bias is untouched.

## What the two cases share

Both generating functions obey

$$F(\lambda,A)=F(-\lambda-A,A),$$

because $w_+e^{-\lambda-A}=w_-e^{-\lambda}$ and $w_-e^{\lambda+A}=w_+e^{\lambda}$: the two terms change places. This is the steady-state fluctuation theorem. It holds far more widely.

**Rate equations.** Let state $s$ have energy $E_s$ and electron number $N_s$, and let $k_r(s\to s')$ be the rate at which an electron enters from lead $r$. Local detailed balance reads

$$\frac{k_r(s\to s')}{k_r(s'\to s)}=e^{-(E_{s'}-E_s-\mu_r)/kT}.$$

Define $D_s=e^{-(E_s-\mu_RN_s)/kT}$. For the right lead the ratio is $D_{s'}/D_s$; for the left lead it is $e^AD_{s'}/D_s$. Therefore

$$\bigl[k_L(s\to s')e^\lambda+k_R(s\to s')\bigr]D_s=\bigl[k_L(s'\to s)e^{\lambda+A}+k_R(s'\to s)\bigr]D_{s'}.$$

The bracket on the right is the exit element of $M$ at counting field $-\lambda-A$. Diagonal elements contain no $\lambda$. The states $s$ are spin-resolved; if degenerate states are lumped, as in the dot above, $D_s$ carries their number as a factor. Transitions at fixed electron number must obey detailed balance at the same $T$, so that $k(s\to s')D_s=k(s'\to s)D_{s'}$ for them too. With $D$ the diagonal matrix of the $D_s$,

$$M(\lambda)D=D\,M(-\lambda-A)^{\mathsf T}.$$

So $M(\lambda)$ is similar to the transpose of $M(-\lambda-A)$. The two have the same eigenvalues, and the theorem follows for any interaction energies $E_s$.

**Microscopic dynamics.** Prepare the leads uncoupled, with grand-canonical weights at common $T$. Measure their energies and electron numbers, couple them for a time $t$, uncouple them and measure again. Microreversibility makes the transition probability $i\to f$ equal to that of the time-reversed transition. The probabilities of the two complete histories then differ by the ratio of their initial weights,

$$\exp\frac{\Delta E_L+\Delta E_R-\mu_L\Delta N_L-\mu_R\Delta N_R}{kT}.$$

Energy conservation keeps $\Delta E_L+\Delta E_R$ bounded if the conductor and its couplings store bounded energy. Bounded stored charge gives $\Delta N_L=-n$ and $\Delta N_R=n$ up to bounded terms. What grows with time is $(\mu_L-\mu_R)n/kT=An$. Summing over histories,

$$P(n)\simeq e^{An}P(-n).$$

Multiply by $e^{\lambda n}$ and sum over $n$: $\langle e^{\lambda n}\rangle\simeq\langle e^{-(\lambda+A)n}\rangle$. The bounded prefactors vanish from $t^{-1}\ln$, which gives the theorem. Equal temperatures are essential: otherwise the exchanged heat would remain in the exponent. The internal potential may depend on $V$, provided that it is the same in the forward and reversed processes.

The boundary terms can be seen at finite time. Take a dot that holds up to two electrons, with addition energies $-1.5kT$ and $-0.5kT$ at zero bias, $\gamma_L/\gamma_R=3$, $\alpha=0.3$ and $A=1$. Propagating the probabilities of $n$ gives $\frac13\ln[P(3)/P(-3)]=0.9855$ at time 150 and $0.9927$ at time 300, in units of the inverse total tunnel rate. The distance from 1 halves when the time doubles.

## The expansion

Two consequences of the theorem suffice.

First, $F(0,A)=0$ because probabilities sum to one. The theorem at $\lambda=0$ then gives $F(-A,A)=0$. Insert $\lambda=-A$ in the cumulant series and divide by $A$:

$$C_1=\frac A2C_2-\frac{A^2}{6}C_3+\frac{A^3}{24}C_4-\dots$$

Second, at $A=0$ the theorem says $F(\lambda,0)=F(-\lambda,0)$. Odd cumulants vanish in equilibrium, so $C_3(0)=0$.

Each cumulant still depends on $A$. Assume that this dependence is analytic at $A=0$ and match powers:

$$A^1:\;L_1=\tfrac12C_2(0),\qquad A^2:\;\tfrac12L_2=\tfrac12C_2'-\tfrac16C_3(0)=\tfrac12C_2'.$$

These are the two boxed relations. The second needs the symmetry of equilibrium fluctuations as well as the normalization.

An equivalent form follows from $\coth(A/2)=(2/A)(1+A^2/12+\dots)$:

$$C_1\coth\frac A2=2L_1+L_2A+O(A^2)=C_2+O(A^2).$$

In physical units, $S=2eI\coth(eV/2kT)+O(V^2)$. For independent tunnelling the correction is zero; for the dot it is the memory term.

**Next order.** Differentiate the theorem three times in $\lambda$ and set $\lambda=0$. The left side is $C_3(A)$; the right side is $-[C_3(A)-AC_4(A)+\dots]$. So $C_3'=\frac12C_4(0)$. The $A^3$ terms of $C_1$ give

$$\frac{L_3}{6}=\frac{C_2''}{4}-\frac{C_3'}{6}+\frac{C_4(0)}{24},\qquad L_3=\frac32C_2''-\frac14C_4(0).$$

The fourth cumulant now enters, so current and noise alone no longer close the relation. Independent tunnelling with $w_\pm=e^{\pm A/2}$ checks the coefficients. There $C_1=2\sinh(A/2)$ gives $L_3=\frac14$, while $C_2=C_4=2\cosh(A/2)$ gives $\frac32\cdot\frac12-\frac14\cdot2=\frac14$.

## A coherent conductor

The dot rates neglect the quantum width of the level. Consider the opposite description: independent electrons and one channel of transmission $\mathcal T(E,V)$. In each energy window $dE$ there are $dE/h$ scattering attempts per unit time. An attempt can transfer an electron, with probability $\mathcal T$, only if one incoming state is filled and the other empty; if both are filled, both outgoing states are filled and no net charge moves. The probabilities are

$$p_+=\mathcal Tf_L(1-f_R),\qquad p_-=\mathcal Tf_R(1-f_L),\qquad p_+/p_-=e^A.$$

Each attempt has mean $p_+-p_-$ and variance $p_++p_--(p_+-p_-)^2$. Put $W=\int(p_++p_-)\,dE/h$. Then

$$C_1=W\tanh\frac A2,\qquad C_2=W-\tanh^2\frac A2\int(p_++p_-)^2\frac{dE}{h}.$$

Again $L_2=W'=C_2'$. This holds at any width of the resonance and for a transmission that shifts with bias, in a mean-field treatment where the potential itself does not fluctuate.

Limit: for constant $\mathcal T$, $W=(\mathcal TkT/h)A\coth(A/2)$ is even in $A$. Then $G_2=0$ and the noise has no linear term. The current is $C_1=\mathcal TeV/h$, and at large bias $C_2\to[\mathcal T(1-\mathcal T)eV+2\mathcal T^2kT]/h$: the partition noise of a barrier plus a thermal remainder, which is all that is left at $\mathcal T=1$.

## What a magnetic field changes

Time reversal also reverses a magnetic field $B$, so the theorem becomes $F(\lambda,A,B)=F(-\lambda-A,A,-B)$. Setting $\lambda=-A$ still gives $F(-A,A,B)=0$ at each field. Equilibrium now requires only $C_3(0,B)=-C_3(0,-B)$. The $A^2$ terms give

$$L_2(B)=C_2'(B)-\tfrac13C_3(0,B).$$

The simple relation can fail at a given field, but it holds for the sum over $B$ and $-B$.

A stochastic ring shows the failure. One spinless electron may occupy any of three sites of energy $0.3kT$ at zero bias, with $\alpha=0.3$. The left lead couples to site 1 and the right lead to site 2, each with tunnel rate 1; this rate of a single lead is the unit for all numbers of the ring. Hopping around the ring has rate 2 in one sense and 0 in the other; field reversal swaps the senses. In one field direction $C_3(0)=0.01000$, $C_2'=0.00357$ and $L_2=0.00024$. The difference of the last two is $C_3(0)/3=0.00333$. In the other direction $C_2'=-0.00643$ and $L_2=-0.00309$. The sums over both directions agree: $-0.00286$ and $-0.00285$, within rounding. This ring represents broken reversal symmetry; it is not a calculation of orbital magnetism.

## Worked example: a gated dot

Return to the singly occupied dot at $T=0.30$ K, where $kT=25.85$ µeV. Let $\gamma_L=3\times10^8$ s$^{-1}$, $\gamma_R=1\times10^8$ s$^{-1}$, $\varepsilon_0=-25$ µeV and $\alpha=0.3$. Then $f=0.7245$ and $g=f(1-f)=0.1996$.

To obtain $L_2=W'$, write $W=2\gamma_L\gamma_RN/K$ with $N=f_L+f_R-2f_Lf_R$. At zero bias $f_L'=(1-\alpha)g$ and $f_R'=-\alpha g$, so

$$N=2g,\qquad N'=(1-2f)(1-2\alpha)g.$$

From $K=\gamma_L(1+f_L)+\gamma_R(1+f_R)$,

$$K=(\gamma_L+\gamma_R)(1+f),\qquad K'=g[\gamma_L(1-\alpha)-\gamma_R\alpha].$$

The product rule gives

$$L_2=2\gamma_L\gamma_R\left(\frac{N'}{K}-\frac{2gK'}{K^2}\right).$$

With $K=6.898\times10^8$ s$^{-1}$, the first term is $-3.12\times10^6$ s$^{-1}$ and the second $-1.81\times10^6$ s$^{-1}$, in total $-4.93\times10^6$ s$^{-1}$.

The first term is gating: positive bias moves the level by $(\alpha-\frac12)eV$ relative to the mean lead potential, here further below it. The second comes from blockade. Without repulsion each spin would have $a_r=\gamma_rf_r$, its $K$ would be the constant $\gamma_L+\gamma_R$, and this term would vanish. With $\alpha$ changed to 0.5 and all else fixed, gating vanishes but $L_2=-1.00\times10^6$ s$^{-1}$ remains: unequal barriers and repulsion together rectify.

The linear coefficient is $L_1=W(0)/2=2\gamma_L\gamma_Rg/K=1.736\times10^7$ s$^{-1}$. In physical units

$$G_1=\frac{e^2L_1}{kT}=107.6\ \text{nS},\qquad G_2=\frac{e^3L_2}{(kT)^2}=-1.181\ \text{nS/µV}.$$

The noise calculated from $C_2$ has $S_0=1.783$ fA²/Hz and $S_1=-0.00978$ fA²/(Hz µV), equal to $4kTG_1$ and $2kTG_2$.

At finite bias, odd noise and even current isolate the two sides:

$$\frac{S(V)-S(-V)}{2V}=S_1+O(V^2),\qquad\frac{I(V)+I(-V)}{V^2}=G_2+O(V^2).$$

At $\pm10$ µV the currents are $1.0180$ and $-1.1354$ pA, and the noise is $1.7017$ and $1.8969$ fA²/Hz. The noise gives $(1.7017-1.8969)/20=-0.00976$ fA²/(Hz µV). The currents give $-0.1174\ \text{pA}/(10\ \text{µV})^2=-1.174$ nS/µV, which times $2kT$ is $-0.00973$ fA²/(Hz µV). The ratio of the two sides exceeds 1 by 0.09 % at 5 µV, 0.35 % at 10 µV, 1.3 % at 20 µV and 4.2 % at 40 µV. The growth is at first quadratic, as the even corrections require.

The linear noise law gives 1.685 fA²/Hz at $+10$ µV, while the coth form gives 1.708; the full value is 1.702. The coth form lies above it by the memory term $4e^2C_1^2/K=0.006$ fA²/Hz.

## The model beside a real device

The model leaves out a second electron and excited orbitals. To estimate their effect, assume a charging energy of 1.5 meV and an orbital spacing of 0.30 meV. The Fermi factor for a second electron is then about $10^{-25}$, so its thermal occupation is negligible. Virtual double occupation is not exponentially small and lies outside these rate equations. An excited orbital with the same $\gamma_L$ and $\gamma_R$ as the lowest one changes $G_2$ by 0.004 %. The level width $\hbar(\gamma_L+\gamma_R)=0.26$ µeV is 1 % of $kT$. For a spinless level, broadening changes $G_2$ by $-0.55$ %. This indicates only the order of magnitude in the interacting dot, where repulsion also shifts the level slightly. These corrections alter $G_2$, not its relation to the noise.

Unequal lead temperatures do break the relation. If the left lead is 1 % hotter, 3 mK here, the noise slope exceeds $2kTG_2$ in magnitude by 1.5 %, with $T$ taken from the right lead. Measurement at 1 MHz instead of zero frequency gives corrections proportional to $(\omega/K)^2\approx8\times10^{-5}$. The prefactor depends on how the two barrier currents add up in the measured current; for the noise slope it can reach about 10, which keeps the change below 0.1 %.

Real devices also have slow background-charge noise that shakes $\varepsilon_0$. If its strength does not depend on bias, it adds $(\partial I/\partial\varepsilon_0)^2$ times the spectrum of $\varepsilon_0$. Since $\partial I/\partial\varepsilon_0$ starts linearly in $V$, this addition starts at $V^2$ and contributes nothing to $S_1$. The shaking still averages $G_2$ and $S_1$ over $\varepsilon_0$, and both change together as long as it is slow compared with $K$. A telegraph shift of $\pm0.5kT$ switching at $10^{-4}(\gamma_L+\gamma_R)$ lowers both in magnitude by 8 % and raises the $V^2$ term of the noise about 250-fold, which narrows the bias range where $S_1$ can be read off. A fluctuator whose switching ignores the dot's occupation is not in equilibrium with the dot and breaks the relation once it is fast: by 1 % at a switching rate of $0.1(\gamma_L+\gamma_R)$. Further values are in the numerical output.

## Values computed for the example and the checks

```
Temperature: 0.30 K
Thermal energy kT: 25.852 ueV
Left tunnel rate: 3.00e+08 1/s
Right tunnel rate: 1.00e+08 1/s
Level energy at zero bias: -25.0 ueV
Left lever arm: 0.30
Fermi factor of the level: 0.7245
Zero-bias relaxation rate K: 6.898e+08 1/s
L1: 1.7360e+07 1/s
L2: -4.9265e+06 1/s
L2, gating part: -3.1183e+06 1/s
L2, blockade part: -1.8082e+06 1/s
L2 with lever arm 0.5: -1.0046e+06 1/s
G1: 107.589 nS
G2: -1.1810 nS/uV
S(0) from noise: 1.7825 fA^2/Hz
4 kT G1: 1.7825 fA^2/Hz
dS/dV from noise: -0.009784 fA^2/(Hz uV)
2 kT G2: -0.009784 fA^2/(Hz uV)
V = +10 uV: I = +1.01800 pA
  S, full: 1.7017 fA^2/Hz
  S, linear law: 1.6847 fA^2/Hz
  2eI coth(eV/2kT): 1.7076 fA^2/Hz
V = -10 uV: I = -1.13544 pA
  S, full: 1.8969 fA^2/Hz
  S, linear law: 1.8803 fA^2/Hz
  2eI coth(eV/2kT): 1.9046 fA^2/Hz
Odd-noise/even-current ratio, 5 uV: 1.00088
Odd-noise/even-current ratio, 10 uV: 1.00349
Odd-noise/even-current ratio, 20 uV: 1.01319
Odd-noise/even-current ratio, 40 uV: 1.04165
Ring C3(0), field up: 0.010001 (reduced)
Ring L2, field up: 0.000240 (reduced)
Ring dC2/dA, field up: 0.003573 (reduced)
Ring L2, field down: -0.003094 (reduced)
Ring dC2/dA, field down: -0.006428 (reduced)
ln[P(3)/P(-3)]/3 at A=1, time 150: 0.9855
ln[P(3)/P(-3)]/3 at A=1, time 300: 0.9927
Level width hbar*Gamma: 0.2633 ueV
G2 change by broadening (spinless): -0.55 %
Excited orbital spacing: 0.30 meV
G2 change by excited orbital: 0.0038 %
Charging energy: 1.50 meV
Fermi factor, second electron: 1.7e-25
Noise-slope mismatch, left lead 1 % hotter: 1.46 %
(omega/K)^2 at 1 MHz: 8.3e-05
```
